# Recursive Green's Functions: Choosing Slices and Blocks in Transport Calculations

## A chain of three sites

The device matrix of a transport calculation can be inverted as a whole or recursively, slice by slice. A chain shows what the recursive choice does.

Take an infinite chain with hopping $-t$ and site energy zero, except for one impurity of energy $u$. Measure energies in $t$ and set $E=0$. Keep three sites, with the impurity at site 2, and replace the rest by its effect on sites 1 and 3. Away from the impurity $E\psi_n=-\psi_{n-1}-\psi_{n+1}$, so a wave $\psi_n\propto\lambda^n$ at $E=0$ needs $\lambda^2=-1$. The root $\lambda=i=e^{ik}$ has $k=\pi/2$. The band $E=-2\cos k$ gives it the velocity $2\sin k>0$ (in units of $t$ times the lattice spacing over $\hbar$), so it moves to the right. A wave leaving on the right therefore has $\psi_4=i\psi_3$, and the equation at site 3 becomes $i\psi_3+\psi_2=0$. Site 1 follows by reflection. The matrix to invert is

$$A=\begin{pmatrix} i&1&0\\1&-u&1\\0&1&i\end{pmatrix},\qquad G=A^{-1}.$$

Eliminate from the left and call the reciprocal pivots $L_n$. For $u=1$,

$$L_1=\frac1i=-i,\qquad L_2=\frac1{-1-L_1}=\frac1{-1+i}=\frac{-1-i}{2},$$
$$L_3=\frac1{i-L_2}=\frac1{0.5+1.5i}=0.2-0.6i .$$

The last pivot has nothing left to its right, so $G_{33}=L_3$. Back substitution in the third column gives $G_{23}=-L_2G_{33}$ and $G_{13}=-L_1G_{23}$, hence

$$G_{13}=L_1L_2L_3=\frac{-1+i}{2}(0.2-0.6i)=0.2+0.4i .$$

For the second column, the reduced second row reads $G_{22}/L_2+G_{32}=1$. Since $A$ is symmetric, $G_{32}=G_{23}=-L_2L_3$, and so

$$G_{22}=L_2+L_2^2L_3=\frac{-1-i}{2}+\frac i2(0.2-0.6i)=-0.2-0.4i .$$

One pass to the right gave the corner element, and a step back gave a diagonal one. In a wide device the numbers become matrices, and their order must be kept.

## What the program inverts

Divide the device into $N$ slices, each with $W$ orthonormal orbitals, such that only neighbouring slices couple. The Hamiltonian $H$ has diagonal blocks $h_n$ and couplings $V_n=H_{n,n+1}$, with $H_{n+1,n}=V_n^\dagger$. We want blocks of

$$G=(z-H-\Sigma)^{-1},\qquad z=E+i\eta,\quad \eta\ge0 .$$

The self-energies $\Sigma_L$ and $\Sigma_R$ represent the leads. They act on slices 1 and $N$ alone, and from here on they are included in $h_1$ and $h_N$.

The tool is Dyson's equation. Split the matrix as $H=H_0+U$ and define $g=(z-H_0)^{-1}$, so that $G^{-1}=g^{-1}-U$. Multiplying by $g$ on the left and $G$ on the right, or in the opposite order, gives

$$G=g+gUG,\qquad G=g+GUg. \tag{1}$$

Hermiticity was not used, so including the self-energies does no harm. Here $U$ will be the coupling across one bond.

## Forward sweep: the corner blocks

Let $G^{(n)}$ be the Green's function of slices $1,\dots,n$ alone, and let $L_n=G^{(n)}_{nn}$. Before slice $n$ is attached, $g$ consists of $G^{(n-1)}$ and the isolated block $g_n=(z-h_n)^{-1}$, with nothing between them. The coupling has the blocks $U_{n-1,n}=V_{n-1}$ and $U_{n,n-1}=V_{n-1}^\dagger$. The first form of (1) gives

$$L_n=g_n+g_nV_{n-1}^\dagger G^{(n)}_{n-1,n},\qquad
G^{(n)}_{n-1,n}=L_{n-1}V_{n-1}L_n .$$

Insert the second relation into the first, multiply by $g_n^{-1}=z-h_n$, and collect the terms in $L_n$:

$$L_n=\left(z-h_n-V_{n-1}^\dagger L_{n-1}V_{n-1}\right)^{-1},\qquad L_1=(z-h_1)^{-1}. \tag{2}$$

The already treated part of the device thus acts on slice $n$ as a self-energy. The other blocks follow from (1) in the same way. The $(1,n)$ and $(1,1)$ blocks use the first form, and the $(n,1)$ block uses the second:

$$\begin{aligned}
G^{(n)}_{1n}&=G^{(n-1)}_{1,n-1}V_{n-1}L_n,\\
G^{(n)}_{n1}&=L_nV_{n-1}^\dagger G^{(n-1)}_{n-1,1},\\
G^{(n)}_{11}&=G^{(n-1)}_{11}+G^{(n-1)}_{1,n-1}V_{n-1}G^{(n)}_{n1}.
\end{aligned}\tag{3}$$

All three start from $L_1$. At $n=N$ they are corner blocks of the complete $G$, and the fourth corner is $G_{NN}=L_N$. If only corners are wanted, old blocks can be overwritten, and the working memory does not grow with $N$.

## Backward sweep: the diagonal blocks

For $n<N$, $L_n$ is not yet $G_{nn}$, because it knows nothing of the slices to its right. Cut the complete device between $n$ and $n+1$. Now $g_{nn}=L_n$ and $g_{n,n+1}=0$. The two forms of (1) give, in turn,

$$G_{n,n+1}=L_nV_nG_{n+1,n+1},\qquad G_{nn}=L_n+G_{n,n+1}V_n^\dagger L_n,$$

and therefore

$$G_{nn}=L_n+L_nV_nG_{n+1,n+1}V_n^\dagger L_n. \tag{4}$$

Start from $G_{NN}=L_N$ and go down to $n=1$. This sweep needs all the stored $L_n$, which are $NW^2$ numbers, against $N^2W^2$ for the full inverse.

## Does each inverse exist?

Let $A$ be the matrix $z-H-\Sigma$ restricted to any set of slices. For retarded self-energies $\Gamma=i(\Sigma-\Sigma^\dagger)$ has no negative eigenvalues, and

$$\mathrm{Im}\,v^\dagger Av=\eta\,|v|^2+\tfrac12v^\dagger\Gamma v\ \ge\ \eta\,|v|^2 .$$

Since the left side is at most $|v|\,|Av|$, we have $|Av|\ge\eta|v|$. For $\eta>0$ every such $A$ is invertible, with $\|A^{-1}\|\le1/\eta$. As $L_n$ is a block of such an inverse, $\|L_n\|\le1/\eta$ too.

At $\eta=0$ an inverse fails only if some $v\neq0$ has $Av=0$, and the relation above then requires $\Gamma v=0$. This is a state of the truncated device at energy $E$ that cannot leak into the attached lead. Away from such energies (2)–(4) hold at $\eta=0$ by taking the limit. Near one of them $L_n$ becomes large, typically as the inverse of the distance in energy, and digits are lost. A state of the truncated device that leaks only weakly, for example through a thick barrier, makes $L_n$ large near its resonance in the same way, although the inverse exists there. This can affect both $G_{nn}$ in (4) and $G_{11}$ in (3), because large factors enter twice and large terms must cancel. The block $G_{N1}$ is built as a product, without this cancellation, and typically loses fewer digits. Shifting $E$ away from such an energy or adding $\eta$ helps when it makes $L_n$ smaller.

The price of $\eta$ is physical. Replacing $E$ by $E+i\eta$ in the device is the same as adding the potential $-i\eta$ there, which absorbs particles. Transmission and reflection then no longer add up to the incoming flux. For scattering probabilities, use $\eta=0$ in the device where the inverses allow it.

## What the blocks are for

**Leads.** Let each lead continue the device as a clean square lattice, with hopping $-t$ from slice to slice. Its transverse modes $\chi_m$ are real and orthonormal, with energies $\varepsilon_m$. A mode amplitude $c_n\propto\lambda_m^n$ obeys $(E-\varepsilon_m)c_n+t\,c_{n-1}+t\,c_{n+1}=0$, so

$$\lambda_m+\frac1{\lambda_m}=\frac{\varepsilon_m-E}{t}.$$

For $|E-\varepsilon_m|<2t$ the mode is open, and the outgoing root is $\lambda_m=e^{ik_m}$ with $0<k_m<\pi$. For $|E-\varepsilon_m|>2t$ the mode is closed, and we take the decaying root, $|\lambda_m|<1$. We leave out the band edges $|E-\varepsilon_m|=2t$, where the two roots coincide and the velocity vanishes. As in the chain, $c_{N+1}=\lambda_mc_N$ adds $t\lambda_m$ to $E-\varepsilon_m$ at the end slice. Because the matrix contains $-\Sigma$,

$$\Sigma_m=-t\lambda_m,\qquad \Gamma_m=2t\,\mathrm{Im}\,\lambda_m=2t\sin k_m$$

for open modes, and $\Gamma_m=0$ for closed ones. $\Gamma_m$ is proportional to the mode velocity.

**Transmission.** Send in open mode $m$ from the left, with incoming amplitude 1 at slice 1. Let $r'_{km}$ be the amplitude reflected into mode $k$. Then

$$c_{k,1}=\delta_{km}+r'_{km},\qquad c_{k,0}=\lambda_m^{-1}\delta_{km}+\lambda_kr'_{km}=\lambda_kc_{k,1}+(\lambda_m^{-1}-\lambda_m)\delta_{km}.$$

The term $\lambda_kc_{k,1}$ is the one that $\Sigma_L$ accounts for. The remainder, moved to the right side of the equation at slice 1, is the source $-t(\lambda_m^{-1}-\lambda_m)\chi_m=2it\sin k_m\,\chi_m=i\Gamma_m\chi_m$. Hence $\psi_n=i\,G_{n1}\Gamma_m\chi_m$. A flux is a velocity times a squared amplitude, so mode $k$ on the right receives the fraction $(\Gamma_k/\Gamma_m)\,\Gamma_m^2\,|\chi_k^TG_{N1}\chi_m|^2$. Summed over modes,

$$T=\mathrm{Tr}\left[\Gamma_RG_{N1}\Gamma_LG_{N1}^\dagger\right]. \tag{5}$$

Reflection uses $r'_{km}=c_{k,1}-\delta_{km}$. With the velocity factor $\sqrt{\Gamma_k/\Gamma_m}$ the reflection matrix on the open modes is

$$r_{km}=-\delta_{km}+i\sqrt{\Gamma_k\Gamma_m}\;\chi_k^TG_{11}\chi_m,\qquad R=\sum_{km}|r_{km}|^2 .$$

For the three-site chain $\Gamma=2$ and $G_{31}=G_{13}$, so $T=4(0.2^2+0.4^2)=0.8$. For general $u$, $L_1L_2L_3=i/(2+iu)$ and $T=4/(4+u^2)$: a stronger impurity transmits less, and $u=0$ transmits fully.

For non-interacting electrons at zero temperature and small voltage $\mathcal V$, a fully transmitted mode carries the current $e\,v\,(e\mathcal V)/(2\pi\hbar v)=(e^2/h)\mathcal V$ per spin. The velocity cancels against the density of states, and the conductance per spin is $(e^2/h)T$.

**Density of states.** For a closed device with eigenvalues $E_k$ and eigenvectors $\psi_k$,

$$-\frac1\pi\mathrm{Im}\,\mathrm{Tr}\,G_{nn}=\sum_k|\psi_k(n)|^2\,\frac{\eta/\pi}{(E-E_k)^2+\eta^2},$$

where $|\psi_k(n)|^2$ is the weight on slice $n$. This is the density of states of the slice, broadened by $\eta$. With open leads the same expression at $\eta\to0$ gives the density of states of the device as part of the infinite system, since $G$ is then the device block of the full Green's function.

## The cost

Count multiplications and divisions for dense blocks and ordinary matrix multiplication. A product of two blocks takes $W^3$. In-place Gauss–Jordan inversion needs, for each pivot, one reciprocal, $W-1$ products for its row, $W-1$ for its column and $(W-1)^2$ for the rest. That is $1+2(W-1)+(W-1)^2=W^2$ per pivot, and $W^3$ for all $W$ pivots.

Each added slice then requires, in units of $W^3$:

- 3 for $L_n$: two products and one inversion;
- 2 for $G_{1n}$ and 2 for $G_{n1}$;
- 1 for $G_{11}$, since $G_{1,n-1}V_{n-1}$ is already available.

The first slice needs one inversion. The backward step, as programmed, takes four products: $L_nV_n$, that result times $G_{n+1,n+1}$, $V_n^\dagger L_n$, and the final product. Storing $V_n^\dagger L_n$ from the forward sweep would save one of them at the price of more memory; the count below does not use this. Therefore

$$\begin{aligned}
C_{\rm forward}&=[1+8(N-1)]W^3=(8N-7)W^3,\\
C_{\rm backward}&=4(N-1)W^3,\\
C_{\rm both}&=(12N-11)W^3 .
\end{aligned}\tag{6}$$

At fixed $W$ the cost grows linearly with length for long devices; at fixed $N$ it grows as the cube of the width. For large blocks the additions follow the same scaling. The count is for one energy and leaves out the construction of the lead self-energies.

Dense inversion costs $(NW)^3$. The recursion wins when $N^3>12N-11$, that is, when $(N-1)(N^2+N-11)>0$, which for whole numbers means $N\ge3$. The operation counts agree: for $N=2$, $W=3$ the sweeps take 351 operations and dense inversion 216, while for $N=3$, $W=8$ they take 12800 and 13824.

## A rough strip

Take $N=40$ slices of $W=8$ sites at $E=-1.3t$. The site energies are $0.8t\cos(n^2+3j^2+nj)$ for slice $n$ and row $j$, both counted from 1, and the hopping within a slice is $-t$. A magnetic field of $0.02$ flux quanta per plaquette enters through $V_n=-t\,\mathrm{diag}(e^{2\pi i\,0.02\,j})$. The leads are clean and field-free, and $\eta=0$.

Five of the eight modes are open. The corner blocks give $T=1.311$ and $R=3.689$, which add up to 5, as flux conservation demands. The conductance per spin is $1.311\,e^2/h$, or $50.80$ microsiemens. A clean strip without field has $T=5$; the calculation does not separate the effect of the field from that of the rough potential. The diagonal blocks give densities of states of $1.13$, $1.14$ and $1.23$ per $t$ on slices 1, 20 and 40, with a mean of $1.09$ over all slices.

For this size (6) gives $(320-7)\times512=160256$ operations forward and $4\times39\times512=79872$ backward, together 240128. Dense inversion would take $320^3=32768000$, about 136 times as many. The stored $L_n$ hold 2560 numbers, the full inverse 102400.

The numerical check confirms the transmission and reflection by matching waves directly, without a Green's function, and it counts the operations of the two sweeps as they are carried out on a closed strip of this size. The dense figure comes from the formula $(NW)^3$, which is checked by counting on smaller matrices.

## Choosing the settings

- **Recursive or dense.** When corner and diagonal blocks suffice, the recursive method needs fewer operations from three equal slices on. When the whole matrix is small, overheads outside the count can still make dense inversion faster. If the whole inverse is needed, (6) does not apply.
- **Slice direction.** Cut across the long direction. A closed strip of this size cut lengthwise has 8 slices of 40 sites and would take 5440000 operations, about 23 times as many. With leads at the ends the lengthwise cut is also unsuitable for a second reason: $\Sigma_L$ would in general couple slices that are not neighbours.
- **Slice thickness.** Make slices as thin as the range of the coupling allows. Merging $p$ slices into one changes $NW^3$ into $(N/p)(pW)^3=p^2NW^3$, so the cost rises by about $p^2$ while $N/p$ stays large. When few slices remain, (6) gives a smaller factor, and for $N=2$ merging the two slices is the cheaper dense case found above.
- **Requested output.** For transmission and reflection the forward sweep is enough. Ask for densities of states when they are needed; they add about half of the forward cost and require the $L_n$ to be stored.
- **Non-orthogonal orbitals.** With an overlap matrix $S$ the matrix to invert is $zS-H-\Sigma$. The same algebra holds if $z-h_n$ becomes $zS_{nn}-h_n$ and each coupling block, upper and lower, becomes the matching block of $H-zS$. The slices must then separate the overlaps as well as the hoppings. The density formula above must be changed to include $S$, and if orbitals on neighbouring slices overlap, it also needs the blocks of $G$ between those slices.

## Values computed for the example and the checks

```
Random unequal slices, widths 3 5 2 4 6
  largest block error against dense inverse: 6e-15
Three-site chain, E = 0, energies in t, G in 1/t
  impurity energy: 1.0 t
  lead self-energy: 0.0000-1.0000j t
  lead broadening Gamma: 2.0000 t
  L_1 = 0.0000-1.0000j   G_11 = 0.2000-0.6000j
  L_2 = -0.5000-0.5000j   G_22 = -0.2000-0.4000j
  L_3 = 0.2000-0.6000j   G_33 = 0.2000-0.6000j
  G_13 = 0.2000+0.4000j   G_31 = 0.2000+0.4000j
  transmission: 0.8000
Rough strip in a magnetic field
  slices N = 40, sites per slice W = 8
  energy -1.3 t, potential amplitude 0.8 t
  flux per plaquette: 0.02 flux quanta
  open modes: 5 of 8
  clean strip transmission: 5.000000
  transmission left to right: 1.311163
  transmission right to left: 1.311163
  transmission by wave matching: 1.311163
  reflection from G_11: 3.688837
  reflection by wave matching: 3.688837
  transmission + reflection: 5.000000
  conductance per spin: 1.3112 e^2/h
  conductance per spin: 50.80 microsiemens
  density of states, slice 1: 1.1312 per t
  density of states, slice 20: 1.1374 per t
  density of states, slice 40: 1.2330 per t
  density of states, mean over slices: 1.0919 per t
  largest G_nn error against dense inverse: 5e-14 per t
Closed strip, eta = 0.05 t: largest norm of L_n 11.182 per t
  bound 1/eta: 20.0 per t
Counted multiplications and divisions
  N=2 W=3: forward 243, backward 108, sum 351, dense 216
  N=5 W=3: forward 891, backward 432, sum 1323, dense 3375
  N=10 W=3: forward 1971, backward 972, sum 2943, dense 27000
  N=5 W=6: forward 7128, backward 3456, sum 10584, dense 27000
  N=3 W=8: forward 8704, backward 4096, sum 12800, dense 13824
  N=4 W=1: forward 25, backward 12, sum 37, dense 64
  strip N=40 W=8: forward 160256, backward 79872
  strip, both sweeps: 240128
  strip, dense inversion (from formula): 32768000
  ratio dense / recursive: 136.5
  strip sliced the wrong way (from formula): 5440000
  ratio wrong way / right way: 22.7
  stored numbers: L_n 2560, full inverse 102400
```
